# Helicity-dependent splitting functions in QED and their orbital angular momentum

## Problem

A massless electron or a photon, produced in a hard reaction, splits into two nearly parallel particles. The splitting probability at lowest order has the form

$$
d\mathcal P=\frac{\alpha}{2\pi}\,P(z)\,dz\,\frac{dk^2}{k^2},
$$

where $z$ is the fraction of the parent's momentum taken by a daughter and $k$ is the transverse momentum relative to the parent. For a parent of definite helicity, let $\Delta P$ be the value of $P$ for a daughter with helicity of the same sign as the parent's, minus the value for the opposite sign.

(a) Show that, for $0<z<1$,

$$
\Delta P_{ee}=\frac{1+z^2}{1-z},\qquad
\Delta P_{\gamma e}=2-z,\qquad
\Delta P_{e\gamma}=2z-1 .
$$

The first index names the daughter, the second the parent, and $z$ belongs to the daughter named.

(b) Find the orbital angular momentum along the parent direction in every helicity channel, its division between the daughters, and the balance after integration over $z$.

(c) Evaluate the balance for parents of 100 GeV with $0.1<k<1$ GeV: photon emission with photon fraction 0.1 to 0.5, and pair creation with electron fraction 0.5 to 0.9.

## Solution

### Kinematics and normalization

Use $\hbar=c=1$, $e^2=4\pi\alpha$, metric signs $(+,-,-,-)$ and $p^\pm=E\pm p_z$. The parent moves along $z$ with plus momentum $P^+$. The daughters have

$$
p_1^+=zP^+,\quad \mathbf p_{1\perp}=\mathbf k,\qquad
p_2^+=(1-z)P^+,\quad \mathbf p_{2\perp}=-\mathbf k .
$$

A massless particle obeys $p^+p^-=p_\perp^2$. The squared mass of the daughter system is therefore

$$
s=P^+(p_1^-+p_2^-)=\frac{k^2}{z}+\frac{k^2}{1-z}=\frac{k^2}{z(1-z)} .
$$

In the collinear regime, $k$ is much smaller than both daughter energies, and the angle between the daughters is much smaller than their angles to all other charges. There the propagator $1/s$ of the parent dominates. Let $P$ be the off-shell parent momentum, $\hat P$ the massless momentum with the same $P^+$ and $\mathbf P_\perp=0$, and $n$ the light-like vector with $n\cdot a=a^+$. Then

$$
\not P=\hat{\not P}+\frac{s}{2n\cdot P}\not n,\qquad
\hat{\not P}=\sum_\lambda u_\lambda\bar u_\lambda .
$$

The second term of $\not P$ cancels the pole. For a photon parent, both ends of the propagator couple to conserved currents, so terms proportional to $P^\mu$ drop out and

$$
-g^{\mu\nu}\to\sum_\lambda\epsilon_\lambda^\mu\epsilon_\lambda^{*\nu}
+\frac{s\,n^\mu n^\nu}{(n\cdot P)^2}.
$$

Again the last term has no pole. For an emitted photon, choose the gauge $\epsilon^+=0$. Emission from other charges, which are not collinear with it, then stays finite as $k\to0$. The leading amplitude is, up to a common phase,

$$
M_{n+1}=\frac{e}{s}\sum_\lambda M_n^\lambda V_\lambda ,
$$

with $V$ the vertex between on-shell states, without its charge. An electron parent of fixed chirality gives one term. For a photon parent, the two terms will turn out to vary as $e^{i\phi}$ and $e^{-i\phi}$, where $\phi$ is the azimuth of $\mathbf k$. Their interference varies as $e^{\pm2i\phi}$ and averages to zero over $\phi$, so the parent helicities can be treated separately.

For the phase space, $d^3p/(2E)=dp^+d^2p_\perp/(2p^+)$. For a general total transverse momentum $\mathbf P_\perp$, write $\mathbf p_{1\perp}=z\mathbf P_\perp+\mathbf k$ and $\mathbf p_{2\perp}=(1-z)\mathbf P_\perp-\mathbf k$. The transverse Jacobian is 1, while $dp_1^+dp_2^+=P^+dP^+dz$. Hence

$$
\frac{dp_1^+d^2p_{1\perp}}{(2\pi)^32p_1^+}
\frac{dp_2^+d^2p_{2\perp}}{(2\pi)^32p_2^+}
=\frac{dP^+d^2P_\perp}{(2\pi)^32P^+}\;
\frac{dz\,d^2k}{16\pi^3z(1-z)} .
$$

The first factor belongs to the reaction without splitting. The rest gives

$$
d\mathcal P=\frac{e^2|V|^2}{s^2}\frac{dz\,d^2k}{16\pi^3z(1-z)} .
$$

Define the weight of a channel as

$$
P=\frac{z(1-z)}{2k^2}|V|^2 .
$$

Then $|V|^2/s^2=2z(1-z)P/k^2$. With $d^2k\to\pi\,dk^2$ after azimuthal integration,

$$
d\mathcal P=\frac{4\pi\alpha\cdot2P}{16\pi^3k^2}\,\pi\,dk^2\,dz
=\frac{\alpha}{2\pi}P\,dz\frac{dk^2}{k^2},
$$

which is the required normalization.

### Helicity states

Let $\kappa=p_x+ip_y$ for the particle concerned. The two-component spinors

$$
\chi_R(p)=\begin{pmatrix}\sqrt{p^+}\\ \kappa/\sqrt{p^+}\end{pmatrix},\qquad
\chi_L(p)=\begin{pmatrix}-\kappa^*/\sqrt{p^+}\\ \sqrt{p^+}\end{pmatrix}
$$

describe helicities $+\tfrac12$ and $-\tfrac12$. To check the first, use $|\kappa|^2=p^+p^-$. The upper component of $\boldsymbol\sigma\cdot\mathbf p\,\chi_R$ is $\sqrt{p^+}(p_z+p^-)=E\sqrt{p^+}$, and the lower is $\kappa(p^+-p_z)/\sqrt{p^+}=E\kappa/\sqrt{p^+}$. Thus $\boldsymbol\sigma\cdot\mathbf p\,\chi_R=E\chi_R$. The spinor $\chi_L$ is orthogonal to it and has eigenvalue $-E$. Both have norm squared $p^++p^-=2E$.

The massless vertex preserves chirality. It equals

$$
\chi_R^\dagger(\epsilon^0-\boldsymbol\sigma\cdot\boldsymbol\epsilon)\chi_R
\quad\text{or}\quad
\chi_L^\dagger(\epsilon^0+\boldsymbol\sigma\cdot\boldsymbol\epsilon)\chi_L .
$$

For an outgoing photon, $\epsilon$ is replaced by $\epsilon^*$. The transverse polarization vectors are $\boldsymbol\epsilon_{\pm\perp}=\mp(1,\pm i)/\sqrt2$. With $\epsilon^+=0$, the condition $q\cdot\epsilon=0$ gives $\epsilon^-=2\mathbf q_\perp\cdot\boldsymbol\epsilon_\perp/q^+$. The right-handed matrix is then

$$
\epsilon^0-\boldsymbol\sigma\cdot\boldsymbol\epsilon=
\begin{pmatrix}\epsilon^-&-(\epsilon_x-i\epsilon_y)\\
-(\epsilon_x+i\epsilon_y)&0\end{pmatrix}.
$$

### An electron emits a photon

Take a parent of helicity $+\tfrac12$, with spinor $(\sqrt{P^+},0)^T$. The daughter electron has fraction $z$ and transverse momentum $\mathbf k$; from here on $\kappa=k_x+ik_y=ke^{i\phi}$. The photon has $\mathbf q_\perp=-\mathbf k$.

For photon helicity $+1$, the conjugated vector is $-(1,-i)/\sqrt2$. Therefore

$$
\epsilon_x^*+i\epsilon_y^*=-\sqrt2,\qquad
\mathbf q_\perp\cdot\boldsymbol\epsilon_\perp^*=\frac{\kappa^*}{\sqrt2},\qquad
\epsilon^{*-}=\frac{\sqrt2\,\kappa^*}{(1-z)P^+}.
$$

Multiplying the matrix by the two spinors gives

$$
\begin{aligned}
V_+&=\sqrt{zP^+}\,\epsilon^{*-}\sqrt{P^+}
+\frac{\kappa^*}{\sqrt{zP^+}}\sqrt2\,\sqrt{P^+}\\
&=\sqrt2\,\kappa^*\left[\frac{\sqrt z}{1-z}+\frac1{\sqrt z}\right]
=\frac{\sqrt2\,\kappa^*}{\sqrt z\,(1-z)} .
\end{aligned}
$$

For photon helicity $-1$, the conjugated vector is $(1,i)/\sqrt2$. Now $\epsilon_x^*+i\epsilon_y^*=0$ and $\mathbf q_\perp\cdot\boldsymbol\epsilon_\perp^*=-\kappa/\sqrt2$, so the first term alone remains:

$$
V_-=-\frac{\sqrt2\,\kappa\sqrt z}{1-z}.
$$

The weights follow from the definition of $P$:

$$
P_+=\frac1{1-z},\qquad P_-=\frac{z^2}{1-z}.
$$

The electron keeps its helicity in both channels. The aligned weight is thus their sum and the opposed weight is zero:

$$
\Delta P_{ee}(z)=P_++P_-=\frac{1+z^2}{1-z}.
$$

The photon's helicity difference is

$$
P_+-P_-=\frac{1-z^2}{1-z}=1+z .
$$

Here $z$ still belongs to the electron. In terms of the photon fraction $x=1-z$ this is $2-x$. Renaming the photon fraction $z$, as the definition requires, gives $\Delta P_{\gamma e}(z)=2-z$.

A parent of negative helicity gives the same functions, because reflection reverses all helicities and exchanges the two photon weights.

The limits have a direct reading. The ratio of difference to sum is the mean photon helicity,

$$
\frac{P_+-P_-}{P_++P_-}=\frac{x(2-x)}{1+(1-x)^2}.
$$

It tends to $x$ for a soft photon, so soft emission is nearly unpolarized even though $\Delta P_{\gamma e}$ tends to 2. The sum grows as $2/x$ and dilutes this finite difference. For $x\to1$ the ratio tends to 1: a photon that takes nearly all the momentum also takes the sign of the parent's helicity.

### A photon makes a pair

Take a photon of helicity $+1$ along $z$. Its transverse momentum vanishes, hence $\epsilon^-=0$. From $\boldsymbol\epsilon_{+\perp}=-(1,i)/\sqrt2$,

$$
\epsilon_x-i\epsilon_y=-\sqrt2,\qquad \epsilon_x+i\epsilon_y=0 .
$$

The electron has $(z,\mathbf k)$ and the positron $(1-z,-\mathbf k)$. The massless positron spinor $v$ obeys the same equation as $u$. A right-chirality $v$ has the form $\chi_R$ but describes a positron of helicity $-\tfrac12$, because creating an antiparticle corresponds to removing a negative-energy solution with opposite momentum and spin.

For a right-chirality electron, the upper right element $\sqrt2$ of the vertex matrix contributes:

$$
V_R=\sqrt{zP^+}\,\sqrt2\,
\frac{-\kappa}{\sqrt{(1-z)P^+}}
=-\sqrt2\,\kappa\sqrt{\frac z{1-z}} .
$$

For left chirality that element is $-\sqrt2$, and

$$
V_L=\frac{-\kappa}{\sqrt{zP^+}}(-\sqrt2)\sqrt{(1-z)P^+}
=\sqrt2\,\kappa\sqrt{\frac{1-z}{z}} .
$$

The weights are $P_R=z^2$ and $P_L=(1-z)^2$. Therefore

$$
\Delta P_{e\gamma}=z^2-(1-z)^2=2z-1,
$$

while the sum is $z^2+(1-z)^2$. The difference changes sign at $z=\tfrac12$: the faster member of the pair prefers the sign of the photon's helicity. A photon of negative helicity gives the reflected amplitudes, which vary as $e^{-i\phi}$. This supplies the phase used above to remove the interference.

### The orbital part

Under a rotation by $a$ about $z$, the right-handed spinor obeys

$$
e^{-ia\sigma_z/2}\chi_R(p)=e^{-ia/2}\chi_R(R_ap),
$$

as its two components show. The corresponding phase is $e^{-i\lambda a}$ for each helicity state used here. It is independent of the particle's azimuth. The amplitude, as a function of $\mathbf k$, is the wave function of the daughters in this basis. Its remaining angular dependence $e^{im\phi}$ thus represents an orbital component

$$
L_z=-i\frac{\partial}{\partial\phi}=m .
$$

Since $\kappa\propto e^{i\phi}$ and $\kappa^*\propto e^{-i\phi}$, the amplitudes give $m$ directly. The balances in the four channels are

$$
\begin{aligned}
e\to e\gamma_+:&\quad \tfrac12=\tfrac12+1-1,\\
e\to e\gamma_-:&\quad \tfrac12=\tfrac12-1+1,\\
\gamma\to e_R^-e^+:&\quad 1=\tfrac12-\tfrac12+1,\\
\gamma\to e_L^-e^+:&\quad 1=-\tfrac12+\tfrac12+1 .
\end{aligned}
$$

The last number on each right side is $L_z$, in units of $\hbar$. None of these channels conserves angular momentum through helicity alone. This explains why $V$ vanishes at $k=0$, where no orbital phase can exist. It also explains the logarithm: $|V|^2\propto k^2$ turns the factor $1/s^2\propto1/k^4$ into $1/k^2$.

Weighting $m$ by the channel probabilities gives the orbital densities

$$
\ell_e(z)=-P_++P_-=-(1+z),\qquad
\ell_\gamma(z)=z^2+(1-z)^2 ,
$$

where the subscript names the parent and $z$ is the electron fraction. For emission, the daughter total is $\tfrac12(P_++P_-)+(1+z)-(1+z)$, precisely $\tfrac12$ times the splitting weight. For the pair, the two spins cancel and $\ell_\gamma$ supplies the whole unit of angular momentum.

### Division between the daughters

To assign $L_z$ to one daughter, let the transverse momenta $\mathbf k_1$ and $\mathbf k_2$ vary independently. A Lorentz transformation that shifts every $\kappa_i$ by $p_i^+\beta$ acts as

$$
\chi_R\to\begin{pmatrix}1&0\\ \beta&1\end{pmatrix}\chi_R .
$$

It takes each helicity spinor into the one with shifted momentum, without a phase; $\chi_L$ transforms likewise with the inverse adjoint matrix. The polarization vectors keep their transverse parts and $\epsilon^+=0$. The vertex is consequently unchanged. Choosing $\beta=-(\kappa_1+\kappa_2)/P^+$ makes the parent transverse momentum zero and shows that $V$ depends on the combination

$$
\kappa=(1-z)\kappa_1-z\kappa_2 .
$$

Now rotate $\mathbf k_1$ alone by a small angle $\delta a$, starting from $\kappa_1=-\kappa_2=\kappa$. The change is $\delta\kappa=i(1-z)\kappa\,\delta a$. Since $V$ is linear in $\kappa$ or $\kappa^*$,

$$
L_{1z}=-i\frac{1}{V}\frac{\delta V}{\delta a}=(1-z)m .
$$

Rotating the second momentum gives $\delta\kappa=-z(i\kappa_2\delta a)=iz\kappa\,\delta a$, hence $L_{2z}=zm$. The propagator depends on $|\kappa|^2$, which does not change at first order, so it does not alter the result. The amplitude $M_n$ of the hard reaction does depend on the total transverse momentum, but it varies only over the scale of the hard momenta. Its contribution is smaller by a factor of order $k$ divided by that scale and is neglected here. Each daughter carries the orbital share equal to the other's momentum fraction.

### The integrated balance

Emission is singular at $z\to1$, where the photon is soft. The virtual contribution at $z=1$ removes from the unsplit electron the probability that appears in the split states. Since the electron does not flip, its complete kernel has zero integral. Separating the singular factor by the plus prescription, $\int_0^1 f(z)/(1-z)_+dz=\int_0^1[f(z)-f(1)]/(1-z)\,dz$, this requires

$$
\Delta P_{ee}^{\rm full}=\frac{1+z^2}{(1-z)_+}+C\delta(1-z),\qquad
C=\int_0^1\frac{2-(1+z^2)}{1-z}dz=\frac32 .
$$

Per unit $\ln k^2$, in units of $\alpha/(2\pi)$, the photon spin gains $\int_0^1(1+z)dz=\tfrac32$ and the orbital part changes by $-\tfrac32$. The electron spin does not change.

For a photon parent,

$$
\int_0^1[z^2+(1-z)^2]\,dz=\frac23 .
$$

The unsplit photon loses this much helicity to electron-positron pairs, and the pair gains it as orbital angular momentum. Any other charged species with mass below about $k$ adds a loss of its own; muon pairs do so in the range $0.1<k<1$ GeV. The electron and positron are distinguishable, so $0<z<1$ counts each pair configuration once.

### Numerical case

At $z=0.6$, the emission weights are $1/0.4=2.5$ and $0.36/0.4=0.9$. Their sum, $3.4$, is $\Delta P_{ee}$. Their difference, $1.6$, is $\Delta P_{\gamma e}$ at photon fraction $0.4$. For $\gamma_+$ emission, the orbital shares are $-0.4$ for the electron and $-0.6$ for the photon. The pair weights are $0.36$ and $0.16$, giving $\Delta P_{e\gamma}=0.20$ and a total weight of $0.52$.

For the stated range of $k$, the common factor is

$$
F=\frac{\alpha}{2\pi}\ln\frac{1^2}{0.1^2}=0.00535 .
$$

The photon window gives

$$
\begin{aligned}
\mathcal P_{\rm emit}&=F\int_{0.1}^{0.5}\frac{1+(1-x)^2}{x}dx\\
&=F\,[2\ln5-0.80+0.12]=0.0136,\\
S_\gamma&=F\int_{0.1}^{0.5}(2-x)dx=0.68F=0.00364 .
\end{aligned}
$$

The electron spin contribution is $\mathcal P_{\rm emit}/2=0.00679$, and the orbital part is $-0.00364$. Their sum with $S_\gamma$ is $0.00679$, the parent angular momentum carried by the fraction of electrons that split. The mean photon helicity is $0.00364/0.0136=0.27$.

For the pair window,

$$
\begin{aligned}
\mathcal P_{\rm pair}&=F\left[z-z^2+\tfrac23z^3\right]_{0.5}^{0.9}=0.00130,\\
S_{e^-}&=\frac F2\left[z^2-z\right]_{0.5}^{0.9}=0.08F=0.00043 .
\end{aligned}
$$

The positron contributes $-0.00043$, so the orbital part is $0.00130$, equal to the pair probability times one unit of angular momentum.

### Accuracy and limits

The factorization and the phases were also tested on complete tree amplitudes at $k/E=10^{-3}$, with $E$ the parent energy and $z=0.3$, $0.6$ and $0.8$. The weights were averaged over the azimuth $\phi$ (for pairs, projected on $e^{\pm i\phi}$), for one fixed set of recoil momenta at wide angles. The largest deviation of such a channel weight from the collinear formula was about $5.3\times10^{-5}$ of the predicted value. For the mean orbital angular momentum in emission it was about $5.1\times10^{-5}\hbar$. The numerical output gives these two largest deviations.

At the upper end of the example, $k=1$ GeV and the slowest daughter has about 10 GeV. After the average over $\phi$, corrections are of order $(k/E_{\rm daughter})^2$, up to roughly one per cent when the other charges lie at wide angles. They grow when another charge is closer, reaching several per cent at $30^\circ$. At fixed $\phi$ the correction is generally linear in $k$ and much larger, about ten per cent at $k=1$ GeV, $z=0.9$ for a charge at $90^\circ$. Higher orders in $\alpha$ are also omitted: leptonic vacuum polarization alone raises the pair probability by about two per cent, from $0.00130$ to about $0.00133$. The windowed values are therefore leading collinear estimates.

At small $k$, the electron mass $m_e$ limits the result. Including it in the kinematics changes the denominators to

$$
s-m_e^2=\frac{k^2+(1-z)^2m_e^2}{z(1-z)}
\quad\text{and}\quad
s=\frac{k^2+m_e^2}{z(1-z)}
$$

for emission and pair creation respectively. The logarithmic growth stops when the mass term becomes comparable with $k^2$. A mass also permits an electron helicity flip: the balance $\tfrac12=-\tfrac12+1$ needs no orbital part, so the amplitude can be proportional to $m_e$ instead of $k$. At $k=0.1$ GeV, $(m_e/k)^2=2.6\times10^{-5}$, and the massless treatment is adequate for this example.

## Computed values

```
parent energy = 100.0 GeV
k range = 0.1 to 1.0 GeV
electron mass = 0.000511 GeV
(mass/lowest k)^2 = 2.61e-05 (dimensionless)
alpha = 0.00729735 (dimensionless)
ln(kmax^2/kmin^2) = 4.60517 (dimensionless)
alpha/(2 pi) times logarithm = 0.0053485 (dimensionless)
sample first-daughter fraction z = 0.6 (dimensionless)
emission, photon helicity +1: weight = 2.50000
  L total, first, second = -1.000, -0.400, -0.600 hbar
emission, photon helicity -1: weight = 0.90000
  L total, first, second = +1.000, +0.400, +0.600 hbar
pair, electron chirality +1: weight = 0.36000
  L total, first, second = +1.000, +0.400, +0.600 hbar
pair, electron chirality -1: weight = 0.16000
  L total, first, second = +1.000, +0.400, +0.600 hbar
Delta P electron from electron at z = 3.40000
Delta P photon from electron at photon fraction z = 1.40000
photon helicity density at electron fraction z = 1.60000
Delta P electron from photon at z = 0.20000
pair probability kernel at z = 0.52000
full amplitudes: test k/E = 1.0e-03 (dimensionless)
full amplitudes: largest relative error = 5.34e-05
full emission: largest L error = 5.08e-05 hbar
integrated photon spin gain = 1.50000 alpha/(2 pi) hbar
integrated emission L = -1.50000 alpha/(2 pi) hbar
integrated pair probability = 0.66667 alpha/(2 pi)
integrated pair L = 0.66667 alpha/(2 pi) hbar
photon fraction window = 0.1 to 0.5
emission probability = 0.0135792 (dimensionless)
  photon helicity +, - = 0.0086081, 0.0049711
  electron spin contribution = 0.0067896 hbar
  photon spin contribution = 0.0036370 hbar
  orbital contribution = -0.0036370 hbar
  total daughter J = 0.0067896 hbar
pair electron fraction window = 0.5 to 0.9
pair probability = 0.0012979 (dimensionless)
  electron helicity +, - = 0.0010768, 0.0002211
  electron spin contribution = 0.0004279 hbar
  positron spin contribution = -0.0004279 hbar
  orbital contribution = 0.0012979 hbar
```
